# Why an Unstable Collinear Macrospin Does Not Switch Without a Seed: a numerical check

```python
"""
Result under test: a macrospin exactly along +z feels no spin-transfer torque
from a polarizer along -z, so it never switches, even above the instability
current I_c. From an initial angle theta0 it reaches the equator in the time
  t = tau0 * [F(cos theta0) - F(0)],   i = I/I_c > 1,
  F(u) = -ln(1-u)/(2(i-1)) + ln(1+u)/(2(i+1)) + ln(i-u)/(i^2-1),
which diverges as ln(1/theta0)/(i-1) when theta0 -> 0.

Symbols: m unit magnetization, p spin polarization, alpha Gilbert damping,
B_K anisotropy field, gamma gyromagnetic ratio, M magnetic moment,
eta spin-torque efficiency, b = eta*hbar*I/(2 e M) spin-torque field,
beta = b/B_K, tau0 = (1+alpha^2)/(alpha*gamma*B_K).
Vector simulations measure time in units of 1/(gamma*B_K).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

alpha, eta, B_K, temperature = 0.02, 0.5, 0.4, 300.0
diameter, thickness, magnetization = 40e-9, 1e-9, 1e6
gamma = const.physical_constants["electron gyromag. ratio"][0]
M = magnetization * np.pi * diameter**2 / 4 * thickness
time_unit_ns = 1e9 / (gamma * B_K)
tau0 = (1 + alpha**2) / alpha
tau0_ns = tau0 * time_unit_ns
I_c = 2 * const.e * alpha * M * B_K / (eta * const.hbar)
DOWN = (0.0, 0.0, -1.0)
NO_FIELD = (0.0, 0.0, 0.0)
STEP = 0.1


def cross(a, b):
    return (a[1] * b[2] - a[2] * b[1],
            a[2] * b[0] - a[0] * b[2],
            a[0] * b[1] - a[1] * b[0])


def spin_rate(m, beta, p=DOWN, extra=NO_FIELD):
    """Solve dm - alpha m x dm = -m x B - beta m x (m x p) for dm."""
    x, y, z = v = m.tolist()
    field = (extra[0], extra[1], extra[2] + z)
    precession = cross(v, field)
    transfer = cross(v, cross(v, p))
    torque = np.array([-precession[k] - beta * transfer[k] for k in range(3)])
    matrix = np.array([[1.0, alpha * z, -alpha * y],
                       [-alpha * z, 1.0, alpha * x],
                       [alpha * y, -alpha * x, 1.0]])
    return np.linalg.solve(matrix, torque)


def simulate(m, beta, duration, p=DOWN, stop_at_equator=False):
    """Fourth-order Runge-Kutta; returns equator time (or None) and final m."""
    crossing = None
    for n in range(int(round(duration / STEP))):
        k1 = spin_rate(m, beta, p)
        k2 = spin_rate(m + STEP / 2 * k1, beta, p)
        k3 = spin_rate(m + STEP / 2 * k2, beta, p)
        k4 = spin_rate(m + STEP * k3, beta, p)
        new = m + STEP / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        if stop_at_equator and m[2] > 0 >= new[2]:
            crossing = STEP * (n + m[2] / (m[2] - new[2]))
            m = new
            break
        m = new
    assert abs(np.linalg.norm(m) - 1) < 1e-4
    return crossing, m


def tilted_spin(theta):
    return np.array([np.sin(theta), 0.0, np.cos(theta)])


def equator_time(theta0, i):
    """Closed form in units of 1/(gamma B_K); 1-cos is written stably."""
    one_minus_u = 2 * np.sin(theta0 / 2)**2
    u = 1 - one_minus_u
    start = (-np.log(one_minus_u) / (2 * (i - 1))
             + np.log(1 + u) / (2 * (i + 1)) + np.log(i - u) / (i**2 - 1))
    return tau0 * (start - np.log(i) / (i**2 - 1))


def small_angle_time(theta0, i):
    constant = (i * np.log(2) + np.log((i - 1) / i)) / (i**2 - 1)
    return tau0 * (np.log(1 / theta0) / (i - 1) + constant)


ratio = 2.0
beta = alpha * ratio

# Polar and azimuthal rates against the implicit vector equation.
rng = np.random.default_rng(1)
for _ in range(50):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    i_test = rng.uniform(-3, 3)
    dm = spin_rate(m, alpha * i_test)
    sin2 = m[0]**2 + m[1]**2
    theta_rate = -dm[2] / np.sqrt(sin2)
    phi_rate = (m[0] * dm[1] - m[1] * dm[0]) / sin2
    assert abs(theta_rate - (i_test - m[2]) * np.sqrt(sin2) / tau0) < 1e-12
    expected_phi = (m[2] + alpha**2 * i_test) / (1 + alpha**2)
    assert abs(phi_rate - expected_phi) < 1e-10


# Threshold current from the numerical Jacobian at the pole.
def growth_rate(current):
    b = eta * const.hbar * current / (2 * const.e * M)
    eps = 1e-5
    columns = []
    for axis in range(2):
        plus, minus = np.zeros(3), np.zeros(3)
        plus[axis], minus[axis] = eps, -eps
        plus[2] = minus[2] = np.sqrt(1 - eps**2)
        difference = spin_rate(plus, b / B_K) - spin_rate(minus, b / B_K)
        columns.append(difference[:2] / (2 * eps))
    return np.linalg.eigvals(np.array(columns).T).real.max()


I_c_numeric = brentq(growth_rate, 1e-6, 1e-3, xtol=1e-14)
assert abs(I_c_numeric / I_c - 1) < 1e-6
growth_numeric = growth_rate(ratio * I_c)
assert abs(growth_numeric * tau0 / (ratio - 1) - 1) < 1e-6

# Exactly collinear start: no motion; axial field no help, transverse field yes.
pole = np.array([0.0, 0.0, 1.0])
collinear_duration = 500.0
largest_transverse = 0.0
for i_test in (2.0, 10.0):
    _, end = simulate(pole, alpha * i_test, collinear_duration)
    largest_transverse = max(largest_transverse, np.hypot(end[0], end[1]))
    assert end[2] == 1.0
assert largest_transverse == 0.0
assert np.linalg.norm(spin_rate(pole, beta, extra=(0, 0, -3.0))) == 0.0
side_rate = np.linalg.norm(spin_rate(pole, beta, extra=(0.01, 0, 0)))
assert abs(side_rate - 0.01 / np.sqrt(1 + alpha**2)) < 1e-12

# Switching times from finite seeds.
rows = []
for theta0 in (1e-1, 1e-2, 1e-3, 1e-4):
    start = tilted_spin(theta0)
    initial_rate = spin_rate(start, beta)[0] / np.cos(theta0) / time_unit_ns
    t_sim, _ = simulate(start, beta, 2000, stop_at_equator=True)
    t_formula = equator_time(theta0, ratio)
    assert abs(t_sim / t_formula - 1) < 1e-3
    if theta0 <= 1e-2:
        assert abs(small_angle_time(theta0, ratio) / t_formula - 1) < 1e-4
    rows.append((theta0, initial_rate, t_sim, t_formula))
t_other, _ = simulate(tilted_spin(1e-2), 4 * alpha, 2000, stop_at_equator=True)
assert abs(t_other / equator_time(1e-2, 4.0) - 1) < 1e-3
decade_sim = rows[3][2] - rows[2][2]
decade_formula = tau0 * np.log(10) / (ratio - 1)
assert abs(decade_sim / decade_formula - 1) < 2e-3

# Rounding residue of sin(pi) as an accidental seed.
residue = float(np.sin(np.pi))
t_round, _ = simulate(np.array([residue, 0.0, 1.0]), beta, 4000,
                      stop_at_equator=True)
assert abs(t_round / equator_time(residue, ratio) - 1) < 1e-3

# Pulses ending before or after the equator, followed by free relaxation.
pulse_results = []
for fraction in (0.9, 1.1):
    width = fraction * equator_time(1e-2, ratio)
    _, at_end = simulate(tilted_spin(1e-2), beta, width)
    _, relaxed = simulate(at_end, 0.0, 500)
    pulse_results.append((width, at_end[2], relaxed[2]))
assert pulse_results[0][2] > 0.99 and pulse_results[1][2] < -0.99

# Below threshold: small angles decay, starts beyond arccos(i) still switch.
i_low = 0.8
separatrix = np.degrees(np.arccos(i_low))
_, inside = simulate(tilted_spin(np.radians(30)), alpha * i_low, 1000)
t_outside, _ = simulate(tilted_spin(np.radians(45)), alpha * i_low, 1000,
                        stop_at_equator=True)
inside_angle = np.degrees(np.arctan2(np.hypot(inside[0], inside[1]), inside[2]))
assert inside_angle < 5 and t_outside is not None

# A tilted polarizer starts the motion from the exact pole.
delta = np.radians(1.0)
p_tilted = (np.sin(delta), 0.0, -np.cos(delta))
tilt_rate = np.linalg.norm(spin_rate(pole, beta, p_tilted))
assert abs(tilt_rate / (beta * np.sin(delta) / np.sqrt(1 + alpha**2)) - 1) < 1e-9
seed = beta * np.sin(delta) / np.sqrt(1 + (beta * np.cos(delta))**2)
t_tilt, _ = simulate(pole, beta, 2000, p_tilted, stop_at_equator=True)
t_seed = equator_time(seed, ratio)
# The estimate drops tilt effects at large angle, of relative order delta.
assert abs(t_tilt / t_seed - 1) < 0.02

# Thermal starting angle in the well around +z.
stability = M * B_K / (2 * const.k * temperature)


def boltzmann(theta):
    return np.sin(theta) * np.exp(-stability * np.sin(theta)**2)


norm = quad(boltzmann, 0, np.pi / 2, points=[0.1, 0.5])[0]
mean_square = quad(lambda a: a**2 * boltzmann(a), 0, np.pi / 2,
                   points=[0.1, 0.5])[0] / norm
# Corrections to 1/stability are of relative order 1/stability.
assert abs(mean_square * stability - 1) < 2 / stability
theta_rms = np.sqrt(mean_square)

ns = time_unit_ns
print(f"disc diameter = {diameter*1e9:.0f} nm, thickness = {thickness*1e9:.0f} nm")
print(f"magnetization = {magnetization:.1e} A/m, B_K = {B_K} T")
print(f"alpha = {alpha}, eta = {eta}, I/I_c = {ratio}")
print(f"gamma = {gamma:.4e} rad/(s T)")
print(f"moment M = {M:.4e} A m^2")
print(f"I_c formula = {I_c*1e6:.3f} uA")
print(f"I_c from Jacobian = {I_c_numeric*1e6:.3f} uA")
print(f"applied current = {ratio*I_c*1e6:.2f} uA")
print(f"spin-torque field b = {beta*B_K*1e3:.2f} mT")
print(f"tau0 = {tau0_ns:.4f} ns")
print(f"growth rate at 2 I_c (Jacobian) = {growth_numeric/ns:.4f} 1/ns")
print(f"collinear run length = {collinear_duration*ns:.2f} ns")
print(f"collinear run, I/I_c = 2 and 10: transverse m = {largest_transverse:.1f}")
for theta0, rate, t_sim, t_formula in rows:
    print(f"theta0 = {theta0:.0e} rad: initial dtheta/dt = {rate:.3e} rad/ns")
    print(f"  equator time: simulated {t_sim*ns:.3f} ns, formula {t_formula*ns:.3f} ns")
print(f"small-angle formula at 1e-2 rad = {small_angle_time(1e-2, ratio)*ns:.3f} ns")
print(f"extra time per decade: simulated {decade_sim*ns:.3f} ns")
print(f"extra time per decade: formula {decade_formula*ns:.3f} ns")
print(f"I/I_c = 4, theta0 = 1e-2 rad: equator time = {t_other*ns:.3f} ns")
print(f"floating-point sin(pi) = {residue:.3e}")
print(f"rounding-seeded equator time: simulated {t_round*ns:.2f} ns")
print(f"rounding-seeded equator time: formula {equator_time(residue, ratio)*ns:.2f} ns")
for width, mz_end, mz_final in pulse_results:
    print(f"pulse {width*ns:.3f} ns (theta0 = 1e-2 rad): m_z at end {mz_end:.3f},"
          f" relaxed {mz_final:.3f}")
print(f"I/I_c = {i_low}: separatrix angle = {separatrix:.2f} deg")
print(f"  start 30 deg: angle after {1000*ns:.2f} ns = {inside_angle:.2f} deg")
print(f"  start 45 deg: equator time = {t_outside*ns:.2f} ns")
print(f"polarizer tilt = {np.degrees(delta):.1f} deg")
print(f"  initial turning rate at pole = {tilt_rate/ns:.4f} rad/ns")
print(f"  equivalent seed angle = {seed:.3e} rad")
print(f"  equator time: simulated {t_tilt*ns:.3f} ns, seed estimate {t_seed*ns:.3f} ns")
print(f"thermal stability factor at {temperature:.0f} K = {stability:.2f}")
print(f"thermal rms angle: quadrature {theta_rms:.4f} rad")
print(f"thermal rms angle: 1/sqrt(factor) = {1/np.sqrt(stability):.4f} rad")
print(f"equator time from rms angle = {equator_time(theta_rms, ratio)*ns:.3f} ns")
print("success")
```

It prints:

```
disc diameter = 40 nm, thickness = 1 nm
magnetization = 1.0e+06 A/m, B_K = 0.4 T
alpha = 0.02, eta = 0.5, I/I_c = 2.0
gamma = 1.7609e+11 rad/(s T)
moment M = 1.2566e-18 A m^2
I_c formula = 61.093 uA
I_c from Jacobian = 61.093 uA
applied current = 122.19 uA
spin-torque field b = 16.00 mT
tau0 = 0.7102 ns
growth rate at 2 I_c (Jacobian) = 1.4081 1/ns
collinear run length = 7.10 ns
collinear run, I/I_c = 2 and 10: transverse m = 0.0
theta0 = 1e-01 rad: initial dtheta/dt = 1.413e-01 rad/ns
  equator time: simulated 1.800 ns, formula 1.800 ns
theta0 = 1e-02 rad: initial dtheta/dt = 1.408e-02 rad/ns
  equator time: simulated 3.435 ns, formula 3.435 ns
theta0 = 1e-03 rad: initial dtheta/dt = 1.408e-03 rad/ns
  equator time: simulated 5.070 ns, formula 5.070 ns
theta0 = 1e-04 rad: initial dtheta/dt = 1.408e-04 rad/ns
  equator time: simulated 6.705 ns, formula 6.705 ns
small-angle formula at 1e-2 rad = 3.435 ns
extra time per decade: simulated 1.635 ns
extra time per decade: formula 1.635 ns
I/I_c = 4, theta0 = 1e-2 rad: equator time = 1.208 ns
floating-point sin(pi) = 1.225e-16
rounding-seeded equator time: simulated 26.18 ns
rounding-seeded equator time: formula 26.18 ns
pulse 3.091 ns (theta0 = 1e-2 rad): m_z at end 0.655, relaxed 1.000
pulse 3.778 ns (theta0 = 1e-2 rad): m_z at end -0.832, relaxed -1.000
I/I_c = 0.8: separatrix angle = 36.87 deg
  start 30 deg: angle after 14.20 ns = 1.00 deg
  start 45 deg: equator time = 2.17 ns
polarizer tilt = 1.0 deg
  initial turning rate at pole = 0.0492 rad/ns
  equivalent seed angle = 6.975e-04 rad
  equator time: simulated 5.327 ns, seed estimate 5.326 ns
thermal stability factor at 300 K = 60.68
thermal rms angle: quadrature 0.1297 rad
thermal rms angle: 1/sqrt(factor) = 0.1284 rad
equator time from rms angle = 1.617 ns
success
```
